**Ohmic nonlocal resistance of a strip with point contacts**

For a uniform strip of width `W` and sheet resistance `rho`, with facing current contacts a distance `L` from facing voltage contacts, the nonlocal resistance is `R_NL = (2 rho/pi) ln coth(pi L/(2W))`. The program solves a current-conserving resistor network on the strip and asserts that its extrapolated result agrees with this formula at `L/W` = 1, 2 and 3. It also asserts that the closed potential satisfies Laplace's equation and the insulating-edge conditions at sample points, and carries the full current across the midline. Further assertions cover a uniform Hall conductivity, anisotropy, nearby insulating ends and wide equipotential contacts. At `L = 3W` both the formula and the extrapolated network give `R_NL/rho = 1.0275e-4`. For `rho` = 2 kOhm this is 0.2055 ohm, or 0.2055 uV at 1 uA. The output also shows the sensitivity to geometry: a 10 percent larger width multiplies the result by 2.356. The printed mean free path indicates how diffusive the example is, but the program does not calculate non-ohmic corrections.

## Numerical verification

```python
"""Ohmic nonlocal resistance of a conducting strip with point contacts.

Result under test:
    R_NL = (2 rho/pi) ln coth(pi L/(2 W)),  about 1e-4 rho at L = 3 W.
rho: sheet resistance; W: strip width; L: distance from the current pair
to the voltage pair. Each pair has one contact on each edge, face to face.
Current I enters at (x,y) = (0,0) and leaves at (0,W).
The independent check is a resistor network solved by current conservation.
Network lengths are in units of W, and its current is 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk


def ratio_formula(length):
    """R_NL/rho for length = L/W."""
    return -2 / np.pi * np.log(np.tanh(np.pi * length / 2))


def anisotropic_formula(length, rho_x, rho_y):
    return np.sqrt(rho_x * rho_y) * ratio_formula(
        length * np.sqrt(rho_x / rho_y))


def end_factor(distance):
    """Insulating ends at this distance (in W) outside both contact pairs."""
    return (1 + np.exp(-2 * np.pi * distance)) ** 2


def contact_factor(width):
    """All four contacts equipotential, each of this width (in W)."""
    return (np.pi / (2 * ellipk(-np.sinh(np.pi * width / 2) ** 2))) ** 2


def solve_network(n, length=3, pad=2.0, sigma_x=1.0, sigma_y=1.0,
                  sigma_hall=0.0, contact_width=0.0):
    """Return R_NL, the node potentials and the injector column index.

    n cells span the width; boundary links carry half the conductance.
    """
    source_col = int(round(pad * n))
    detector_col = source_col + int(round(length * n))
    nx = detector_col + source_col
    nodes = np.arange((nx + 1) * (n + 1)).reshape(nx + 1, n + 1)
    gx = np.full((nx, n + 1), sigma_x)
    gx[:, [0, -1]] *= 0.5
    gy = np.full((nx + 1, n), sigma_y)
    gy[[0, -1], :] *= 0.5
    start = [nodes[:-1, :].ravel(), nodes[:, :-1].ravel()]
    stop = [nodes[1:, :].ravel(), nodes[:, 1:].ravel()]
    conductance = [gx.ravel(), gy.ravel()]
    half = int(round(contact_width * n / 2))
    if half:
        for col in (source_col, detector_col):
            for edge in (0, n):
                metal = nodes[col - half:col + half + 1, edge]
                start.append(metal[:-1])
                stop.append(metal[1:])
                conductance.append(np.full(2 * half, 1e6))
    a, b, g = map(np.concatenate, (start, stop, conductance))
    rows = [a, b, a, b]
    cols = [a, b, b, a]
    vals = [g, g, -g, -g]
    if sigma_hall:
        # Hall currents cancel in bulk cells and remain on boundary cells.
        loop = np.concatenate((nodes[:-1, 0], nodes[-1, :-1],
                               nodes[:0:-1, -1], nodes[0, :0:-1]))
        strength = np.full(loop.size, sigma_hall / 2)
        rows += [loop, loop]
        cols += [np.roll(loop, -1), np.roll(loop, 1)]
        vals += [strength, -strength]
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(nodes.size, nodes.size)).tocsc()
    current = np.zeros(nodes.size)
    current[nodes[source_col, 0]] = 1
    current[nodes[source_col, n]] = -1
    potential = np.zeros(nodes.size)
    potential[1:] = spsolve(matrix[1:, 1:], current[1:])
    potential = potential.reshape(nodes.shape)
    resistance = potential[detector_col, 0] - potential[detector_col, n]
    return resistance, potential, source_col


def extrapolated(**options):
    """Remove the leading squared-spacing error of the network."""
    coarse = solve_network(20, **options)[0]
    fine = solve_network(40, **options)[0]
    return (4 * fine - coarse) / 3


# Closed potential: Laplace equation, insulating edges, total current.
x, y = sp.symbols("x y", real=True)
phi = sp.log((sp.cosh(sp.pi * x) + sp.cos(sp.pi * y))
             / (sp.cosh(sp.pi * x) - sp.cos(sp.pi * y))) / (2 * sp.pi)
laplacian = sp.lambdify((x, y), sp.diff(phi, x, 2) + sp.diff(phi, y, 2))
slope_y = sp.lambdify((x, y), sp.diff(phi, y))
phi_value = sp.lambdify((x, y), phi)
for px, py in ((0.3, 0.2), (0.7, 0.6), (-0.4, 0.85)):
    assert abs(laplacian(px, py)) < 1e-10
    assert abs(slope_y(px, 0.0)) < 1e-12
    assert abs(slope_y(px, 1.0)) < 1e-12
crossing_current = quad(lambda s: -slope_y(s, 0.5), -8, 8, points=[0])[0]
assert abs(crossing_current - 1) < 1e-8

# Mode sum against the closed potential at an interior point.
odd = np.arange(1, 200, 2)
mode_sum = np.sum(2 / (np.pi * odd) * np.cos(odd * np.pi * 0.2)
                  * np.exp(-odd * np.pi * 0.3))
assert abs(mode_sum - phi_value(0.3, 0.2)) < 1e-12

# Network against the formula, at the detectors and inside the strip.
r40, v40, c40 = solve_network(40)
r80, v80, c80 = solve_network(80)
network_ratio = (4 * r80 - r40) / 3
assert abs(network_ratio / ratio_formula(3) - 1) < 5e-4
inside40 = v40[c40 + 20, 10] - v40[c40 + 20, 30]
inside80 = v80[c80 + 40, 20] - v80[c80 + 40, 60]
inside = (4 * inside80 - inside40) / 3
inside_formula = phi_value(0.5, 0.25) - phi_value(0.5, 0.75)
assert abs(inside / inside_formula - 1) < 1e-3
for test_length in (1, 2):
    assert abs(extrapolated(length=test_length)
               / ratio_formula(test_length) - 1) < 1e-3

# Magnetic field: only rho_xx enters R_NL; rho_xy appears left to right.
sigma_hall = 1.0
rho_xx = 1 / (1 + sigma_hall ** 2)
rho_xy = sigma_hall / (1 + sigma_hall ** 2)
hall_ratios = []
for sign in (1, -1):
    r_hall = extrapolated(sigma_hall=sign * sigma_hall)
    hall_ratios.append(r_hall / rho_xx)
    assert abs(r_hall / (rho_xx * ratio_formula(3)) - 1) < 2e-3
v_hall = solve_network(40, sigma_hall=sigma_hall)[1]
left_right = abs(v_hall[-1].mean() - v_hall[0].mean())
assert abs(left_right - rho_xy) < 2e-3

# Anisotropy, nearby ends and wide contacts, on deliberately large cases.
r_aniso = extrapolated(sigma_x=1 / 1.3, sigma_y=1 / 0.8)
assert abs(r_aniso / anisotropic_formula(3, 1.3, 0.8) - 1) < 2e-3
r_ends = extrapolated(pad=0.25)
assert abs(r_ends / (ratio_formula(3) * end_factor(0.25)) - 1) < 2e-3
wide40 = solve_network(40, contact_width=0.5)[0] / r40
wide80 = solve_network(80, contact_width=0.5)[0] / r80
# Contact edges give an error linear in the spacing; it is extrapolated.
wide_network = 2 * wide80 - wide40
assert abs(wide_network / contact_factor(0.5) - 1) < 0.01

# Worked example: round parameters for a diffusive graphene channel.
rho = 2000.0
width = 1e-6
length = 3e-6
bias_current = 1e-6
density = 2e15
temperature = 100.0
fermi_velocity = 1e6
field = 0.2
contact = 0.2e-6
end_distance = 1e-6
aspect = length / width
ratio = ratio_formula(aspect)
leading = 4 / np.pi * np.exp(-np.pi * aspect)
r_nl = rho * ratio
assert 0.9e-4 < ratio < 1.1e-4
aspect_for_1e4 = brentq(lambda s: ratio_formula(s) - 1e-4, 1, 5)
mobility = 1 / (density * const.e * rho)
k_fermi = np.sqrt(np.pi * density)
free_path = const.h / (2 * const.e ** 2 * k_fermi * rho)
fermi_energy = const.hbar * fermi_velocity * k_fermi
aniso_change = anisotropic_formula(aspect, 1.1, 1.0) / ratio
width_change = ratio_formula(length / (1.1 * width)) / ratio

print(f"Sheet resistance: {rho:.0f} ohm")
print(f"Strip width W: {width * 1e6:.1f} um")
print(f"Contact separation L: {length * 1e6:.1f} um")
print(f"Current: {bias_current * 1e6:.1f} uA")
print(f"pi L/W: {np.pi * aspect:.5f}")
print(f"exp(-pi L/W): {np.exp(-np.pi * aspect):.4e}")
print(f"R_NL/rho, closed formula: {ratio:.5e}")
print(f"R_NL/rho, leading exponential: {leading:.5e}")
print(f"Next term relative to leading: {np.exp(-2*np.pi*aspect)/3:.2e}")
print(f"R_NL/rho, network 40 cells across: {r40:.5e}")
print(f"R_NL/rho, network 80 cells across: {r80:.5e}")
print(f"R_NL/rho, network extrapolated: {network_ratio:.5e}")
print(f"Nonlocal resistance: {r_nl:.4f} ohm")
print(f"Nonlocal voltage: {r_nl * bias_current * 1e6:.4f} uV")
print(f"L/W at which R_NL/rho = 1e-4: {aspect_for_1e4:.4f}")
for s in (1, 2, 3, 4, 5):
    print(f"L/W = {s}: R_NL/rho = {ratio_formula(s):.4e}")
print(f"Current through midline / I: {crossing_current:.6f}")
print(f"Hall test, sigma_xy/sigma_xx: {sigma_hall:.1f}")
print(f"Hall test, R_NL/rho_xx, field +: {hall_ratios[0]:.4e}")
print(f"Hall test, R_NL/rho_xx, field -: {hall_ratios[1]:.4e}")
print(f"Hall test, left-right voltage/(I rho_xy): {left_right/rho_xy:.4f}")
print(f"Contact width in example: {contact * 1e6:.1f} um")
print(f"Factor from wide contacts: {contact_factor(contact/width):.4f}")
print(f"Test contacts 0.5 W, formula factor: {contact_factor(0.5):.4f}")
print(f"Test contacts 0.5 W, network factor: {wide_network:.4f}")
print(f"End distance in example: {end_distance * 1e6:.1f} um")
print(f"Factor from insulating ends: {end_factor(end_distance/width):.4f}")
print(f"Factor if rho_x is 10 percent larger: {aniso_change:.3f}")
print(f"Factor if W is 10 percent larger: {width_change:.3f}")
print(f"Carrier density: {density * 1e-4:.1e} cm^-2")
print(f"Drude mobility: {mobility * 1e4:.0f} cm2/Vs")
print(f"Mean free path: {free_path * 1e9:.1f} nm")
print(f"Mean free path / W: {free_path / width:.3f}")
print(f"k_F times mean free path: {k_fermi * free_path:.2f}")
print(f"Fermi velocity: {fermi_velocity:.1e} m/s")
print(f"Fermi energy: {fermi_energy / const.e * 1e3:.1f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Fermi energy / kT: {fermi_energy/(const.k*temperature):.2f}")
print(f"Magnetic field: {field:.1f} T")
print(f"Mobility times field: {mobility * field:.3f}")
print("tests ok")
```

Running it gives:

```
Sheet resistance: 2000 ohm
Strip width W: 1.0 um
Contact separation L: 3.0 um
Current: 1.0 uA
pi L/W: 9.42478
exp(-pi L/W): 8.0700e-05
R_NL/rho, closed formula: 1.02750e-04
R_NL/rho, leading exponential: 1.02750e-04
Next term relative to leading: 2.17e-09
R_NL/rho, network 40 cells across: 1.03196e-04
R_NL/rho, network 80 cells across: 1.02862e-04
R_NL/rho, network extrapolated: 1.02750e-04
Nonlocal resistance: 0.2055 ohm
Nonlocal voltage: 0.2055 uV
L/W at which R_NL/rho = 1e-4: 3.0086
L/W = 1: R_NL/rho = 5.5056e-02
L/W = 2: R_NL/rho = 2.3777e-03
L/W = 3: R_NL/rho = 1.0275e-04
L/W = 4: R_NL/rho = 4.4402e-06
L/W = 5: R_NL/rho = 1.9188e-07
Current through midline / I: 1.000000
Hall test, sigma_xy/sigma_xx: 1.0
Hall test, R_NL/rho_xx, field +: 1.0275e-04
Hall test, R_NL/rho_xx, field -: 1.0275e-04
Hall test, left-right voltage/(I rho_xy): 1.0000
Contact width in example: 0.2 um
Factor from wide contacts: 1.0501
Test contacts 0.5 W, formula factor: 1.3377
Test contacts 0.5 W, network factor: 1.3382
End distance in example: 1.0 um
Factor from insulating ends: 1.0037
Factor if rho_x is 10 percent larger: 0.662
Factor if W is 10 percent larger: 2.356
Carrier density: 2.0e+11 cm^-2
Drude mobility: 15604 cm2/Vs
Mean free path: 81.4 nm
Mean free path / W: 0.081
k_F times mean free path: 6.45
Fermi velocity: 1.0e+06 m/s
Fermi energy: 52.2 meV
Temperature: 100 K
Fermi energy / kT: 6.05
Magnetic field: 0.2 T
Mobility times field: 0.312
tests ok
```
